Two-site dynamical mean-field theory and its Mott transition at U = 6t

**What a static mean field misses**

Take a lattice with one electron per site, hopping between sites, and an energy cost U when two electrons share a site. If spin order is excluded and the repulsion is replaced by its average, each electron sees the constant shift U/2. The chemical potential moves by the same amount and the shift drops out. The band stays half filled and metallic however large U is. Such a theory cannot describe an insulator made by repulsion, nor a switch that works by crossing into one.

What is missing is the time dependence of the site's occupation. Dynamical mean-field theory keeps it: one site retains its full repulsion, and the rest of the lattice becomes a bath with which it exchanges electrons. The bath must be consistent with the site's own response. The smallest bath is a single level, and then the whole calculation can be done by hand.

**The model and a tiny example**

The lattice is the Bethe lattice with large coordination number z and hopping t/√z. Its density of states is a semicircle between −2t and 2t, with second moment

∫ ε² ρ(ε) dε = t².

We take the paramagnetic state at zero temperature, set ħ = 1 and measure energies from the chemical potential. The impurity operator is d, the bath operator is c, and

H = U(n↑ − ½)(n↓ − ½) + V Σσ (d†σ cσ + c†σ dσ).

Here n counts electrons on the impurity. This form contains the shift −U/2 that half filling requires, and symmetry between electrons and holes puts the bath level at zero. The interaction term is −U/4 for a singly occupied impurity and +U/4 for an empty or doubly occupied one.

For numbers we use U = 0.6 eV and t = 0.125 eV, so U/t = 4.8. The one unknown is V.

**Energies of the two-site problem**

With two electrons, three singlet states matter:

|A⟩ = (d†↑c†↓ − d†↓c†↑)|0⟩/√2, |D⟩ = d†↑d†↓|0⟩, |C⟩ = c†↑c†↓|0⟩.

Moving either electron of |D⟩ to the bath gives

V(c†↑d†↓ + d†↑c†↓)|0⟩ = V(d†↑c†↓ − d†↓c†↑)|0⟩ = √2 V|A⟩,

because exchanging two creation operators changes the sign. The state |C⟩ gives the same result. Hence |A⟩, with energy −U/4, couples to (|D⟩ + |C⟩)/√2, with energy +U/4, through the element 2V. The eigenvalues of this 2×2 matrix are ±R, with

R = √(U²/16 + 4V²).

With one electron, the states "electron on d" (−U/4) and "electron on c" (+U/4) couple through V, so their energies are ±r, with

r = √(U²/16 + V²).

Three electrons are one hole, and give the same ±r. All remaining states lie at ±U/4. For V ≠ 0 the ground state is therefore the singlet at −R. Adding or removing an electron costs

ω₁ = R − r or ω₂ = R + r.

**The Green function without eigenvectors**

Electron-hole symmetry gives equal weights to the poles at +ω and −ω. Let these weights be a₁ and a₂, with 2a₁ + 2a₂ = 1. Then

G(ω) = 2a₁ω/(ω² − ω₁²) + 2a₂ω/(ω² − ω₂²)
= ω(ω² − A)/[(ω² − ω₁²)(ω² − ω₂²)],

where A = 2a₁ω₂² + 2a₂ω₁². The denominator needs two combinations:

ω₁ω₂ = R² − r² = 3V²,
ω₁² + ω₂² = 2(R² + r²) = U²/4 + 10V².

To find A, expand G at large ω. The coefficient of 1/ω³ is ω₁² + ω₂² − A. It is also the second moment of the spectrum, which is the expectation value of the anticommutator of [d↑, H] with its adjoint. Here

[d↑, H] = U d↑(n↓ − ½) + V c↑.

The cross terms vanish because d↑ and c†↑ anticommute, and (n↓ − ½)² = ¼ for either occupation. The second moment is therefore U²/4 + V². Equating the two expressions,

U²/4 + 10V² − A = U²/4 + V², so A = 9V².

**The self-energy**

The self-energy Σ, without the constant U/2, is defined by 1/G = ω − V²/ω − Σ. The term V²/ω is the effect of the bath level. Thus

Σ = (ω² − V²)/ω − [ω⁴ − (U²/4 + 10V²)ω² + 9V⁴]/[ω(ω² − 9V²)].

Over the common denominator ω(ω² − 9V²), the first numerator is

(ω² − V²)(ω² − 9V²) = ω⁴ − 10V²ω² + 9V⁴.

In the difference everything cancels except U²ω²/4, which leaves

Σ(ω) = (U²/4) ω/(ω² − 9V²).

At small ω its slope is −U²/(36V²). The quasiparticle weight, which is the fraction of an electron's spectral weight carried by a sharp low-energy excitation, is

Z = 1/(1 − dΣ/dω) at ω = 0
= 36V²/(36V² + U²).

When V is much smaller than U/6, Z is small and close to 36V²/U².

**Closing the loop**

In dynamical mean-field theory the lattice has the same local Σ as the impurity. Its local Green function is

G_lat(ω) = ∫ ρ(ε) dε/(ω − Σ(ω) − ε).

Near ω = 0, ω − Σ ≈ ω/Z. The coherent part of the lattice function is then

Z ∫ ρ(ε) dε/(ω − Zε) = Z[1/ω + Z²t²/ω³ + …].

The 1/ω² term is absent because ρ is even. The same approximation for the impurity gives

1/(ω/Z − V²/ω) = Z/(ω − ZV²/ω) = Z[1/ω + ZV²/ω³ + …].

The total weights agree already. One bath level leaves one more quantity to match, the second moment:

ZV² = Z²t², so V² = Zt².

This is the closure. It is an approximation, because the full theory requires agreement at every frequency.

There is a tempting shortcut. On the Bethe lattice the full theory demands that the bath function equal t²G_lat, and one might insert the impurity's G for G_lat. With a discrete bath the two differ badly at low frequency. The formula above gives G ≈ −ω/V² for the impurity, which vanishes at ω = 0, while the lattice value tends to −i/t. In the example, at the imaginary frequency 0.001t, t|G| is 0.0028 for the impurity and 0.9986 for the lattice. Matching weights and moments avoids this point-by-point comparison.

**Three turns by hand**

Inserting Z into the closure gives the new hybridization V′:

V′² = 36V²t²/(36V² + U²).

Its inverse is simpler. With y = t²/V² and q = (U/6t)²,

y′ = (36V² + U²)/(36V²) = 1 + qy.

In the example q = 0.64. Starting from V = t, so y = 1, the next values are

1 + 0.64 × 1 = 1.64,
1 + 0.64 × 1.64 = 2.050,
1 + 0.64 × 2.050 = 2.312.

Since V = t/√y, V falls from 0.125 eV to 0.0976, 0.0873 and 0.0822 eV. The fixed point satisfies y = 1 + qy, hence

y = 1/(1 − 0.64) = 2.778, V = 0.0750 eV, Z = V²/t² = 0.36.

At this V, R = 0.2121 eV and r = 0.1677 eV. The impurity poles lie at ±0.044 and ±0.380 eV. The inner pair is what two sites can show of the quasiparticle band, and the outer pair stands for the Hubbard bands, the excitations that change the number of doubly occupied or empty sites.

**The transition**

For any U, a fixed point with V ≠ 0 requires 36V² + U² = 36t². Therefore

V² = t² − U²/36,
Z = 1 − (U/6t)² for U < 6t.

At U = 6t both reach zero. At and above this value V = Z = 0 is the one remaining solution. For t = 0.125 eV the critical repulsion is 0.75 eV. With U held at 0.6 eV, the critical hopping is 0.10 eV.

The value can also be found without the formula for Z. Diagonalize the two-site problem numerically and ask for which U the loop returns a given V unchanged. The answers are 5.9699t for V = 0.10t and 5.9925t for V = 0.05t, and extrapolation to V = 0 gives 6.0000t.

The recursion also shows how the loop approaches its solution.

- For q < 1, subtracting the fixed-point equation shows that the error in y shrinks by the factor q at each turn. The point V = 0 also reproduces itself, but it is unstable: for small V, V′² ≈ V²/q, which is larger than V². Every start with V > 0 therefore reaches the metal.
- For q = 1, y grows by one per turn. From V = t, after n turns V = t/√(1 + n), a slow algebraic decay.
- For q > 1, y grows without limit and V tends to zero.

This closure thus has a continuous transition, with no range of U in which a stable metal and a stable insulator coexist. That holds for two sites at zero temperature. With larger baths, a metal with Z ≈ 0.05 and a solution with a gap of about 1.4t are both self-consistent at U = 5.4t. In the full theory at low but nonzero temperature the transition is first order with hysteresis, as it is in the organic salts discussed below, and this closure does not show that. Convergence slows as q approaches 1. Starting from V = t, the change of Z per turn falls below 10⁻⁶ after 27 turns at U = 4.8t, 90 at 5.7t and 183 at 5.88t. A loop stopped early near the transition reports too large a V when it started from above.

**The insulating side**

Keep U = 0.6 eV and narrow the band to t = 0.09 eV, so U/t = 6.67. Starting from V = t, V is 0.024 eV after 6 turns and 0.011 eV after 12, on its way to zero. At V = 0 the self-energy is that of an isolated atom, Σ = U²/(4ω). A lattice state of band energy ε then obeys

ω − U²/(4ω) = ε,
ω = [ε ± √(ε² + U²)]/2.

Both branches rise with ε. The upper one has its minimum at ε = −2t and the lower one its maximum at ε = 2t, so the gap is

E_g = √(U² + 4t²) − 2t.

For the narrow band this is √0.3924 − 0.18 = 0.446 eV.

At U = 6t the same formula gives 4.3t, so the gap does not open from zero. The metal disappears because its central band loses all weight, inside a gap already present between the Hubbard bands. The formula is positive for every U > 0, so it must not be used to locate the transition. It describes a lattice whose sites have the self-energy of isolated atoms. In the full theory the bath stays coupled to the site in the insulator too, which widens the Hubbard bands and narrows the gap between them. The 0.446 eV found above is therefore an overestimate of the model's gap. A self-consistent insulator with six bath levels gives about 0.26 eV, and about 2.1t instead of 4.3t at U = 6t.

**The method in general**

Consider any single half-filled band with an even density of states and second moment M₂. The semicircle entered the closure through its second moment alone, so the method reads:

1. Choose V > 0, with the bath level at the chemical potential.
2. Solve the two-site problem and obtain Σ.
3. Compute Z from the slope of Σ at ω = 0.
4. Set V² = ZM₂ and return to step 2 until V stops changing.

The algebra above, with t² replaced by M₂, gives

Z = 1 − U²/(36M₂), U_c = 6√M₂.

A semicircle of half-bandwidth D = 2t has M₂ = D²/4 and U_c = 3D. A flat density of states of the same half-bandwidth has M₂ = D²/3 and U_c = 2√3 D ≈ 3.46D. At fixed width, more weight near the band edges favours the metal in this closure. Away from half filling symmetry no longer fixes the levels, and further conditions are needed.

**How far to trust the numbers**

Two approximations should be kept apart. The first is the linear form of Σ used in the closure. With the full two-pole Σ, a lattice state in the central band has weight 1/(1 − dΣ/dω), where

−dΣ/dω = (U²/4)(ω² + 9V²)/(ω² − 9V²)².

This grows as |ω| increases from zero towards 3V, so states away from ω = 0 carry less weight than Z. In the example the central band holds 0.335 instead of 0.36, which is 7% less. At Z = 0.01 the ratio of band weight to Z is 0.997: the closure becomes consistent as the transition is approached.

The second approximation is the single bath level. For comparison, take three bath levels at 0 and ±e. Fit them so that 1/(iω − Δ), with Δ the bath function, reproduces the form demanded by the lattice Green function. The fit uses 200 frequencies (2n + 1)πt/100. The resulting Z is 0.62, 0.33 and 0.11 at U/t = 2.4, 3.6 and 4.8, where the two-site closure gives 0.84, 0.64 and 0.36. With 100 frequencies of twice the spacing the last value becomes 0.13. This comparison changes the matching condition along with the bath, so it does not separate the two approximations, and the four-site result is itself approximate. Its value at U = 4.8t is not converged: fitting Δ itself gives 0.06 with three levels, while five and seven levels both give 0.13. Taking 0.13 as the reference, the two-site Z at U = 4.8t is too high by a factor of about three. The value 6t is a property of the two-site closure; these three points do not locate the transition for the larger bath.

**Beside a real material**

The example's parameters are rough values for the kappa-type BEDT-TTF salts. These are layered organic crystals in which pairs of molecules act as sites of a half-filled band, and some members can be driven between insulator and metal by modest pressure. Here t is the scaled hopping, the square root of the band's second moment. On a triangular lattice with four equal hoppings and two diagonal ones 0.7 times as large, t = 0.125 eV corresponds to a hopping of 0.125/√4.98 = 0.056 eV between neighbouring pairs. The model represents the effect of pressure as a change of t at fixed U. The values 0.125 and 0.09 eV were chosen to lie on either side of the transition, and do not describe one salt at two known pressures. Several of its assumptions fail there:

- Neighbouring sites repel each other. At a spacing of 0.8 nm and an assumed dielectric constant of 10 this repulsion is 0.18 eV. Moving an electron onto a neighbouring occupied site then costs U less this repulsion. If U is reduced by that amount, as a crude estimate, Z rises from 0.36 to 0.69.
- The lattice is closer to triangular. With an assumed diagonal hopping of 0.7 times the others, the third moment of the band divided by the 3/2 power of the second is 0.76 in size, with a sign set by that of the diagonal hopping, where the model assumes zero. The shift of U_c that follows was not computed.
- Magnetic order was excluded. For large U each bond has exchange J = 4(t/√z)²/U, and mean-field theory for spin ½ gives an ordering temperature k_BT_N = zJ/4 = t²/U. For the narrow band this is about 14 meV, or 160 K. On an unfrustrated lattice the paramagnetic insulator would therefore be hidden by order at low temperature. So would the metal: at half filling on two sublattices, a static mean field that allows antiferromagnetic order already opens a gap, 0.43t at U = 1.2t and 4.4t at U = 4.8t.

Temperature matters too. In the two-site metal the lowest impurity excitation is 44 meV. The thermal probability of being outside the ground state is about 10⁻⁷ at 30 K but 0.50 at 300 K, so the zero-temperature solution cannot be carried to room temperature. The small value at 30 K does not make it safe there either. The 44 meV gap is produced by the single bath level and falls to about 5 meV and 4 meV with three and five levels, while a metal has no gap at all. Quasiparticles of energy Zε carry an entropy 2πk_B²T/(3Zt) per site, which at 30 K is 0.12 k_B for Z = 0.36 and about 0.35 k_B for Z = 0.12, to be set against k_B ln 2 = 0.69 k_B for a free spin.

For electronic switching, a field of 0.01 MV/cm drops 0.8 meV across one cell, which is small beside the quasiparticle half-width, 2tZ = 90 meV with the linear form of Σ, 82 meV with the full two-site Σ, and about 30 meV with the larger-bath Z of 0.13. That comparison does not give a switching threshold, because the theory here is one of equilibrium, without current or heating. What it supplies is the distance of a given U and t from the transition, within the two-site closure. The values for the two-site closure and for the four-site fit are in the numerical output.

Calculated quantities

```
Second moment of band: 1.000000 t^2
Self-mapped U at V=0.10t, 0.05t: 5.96992, 5.99250 t
Critical U, extrapolated to V=0: 6.0000 t
Two-site loop, U=1.2t: Z=0.96000
Two-site loop, U=2.4t: Z=0.84000
Two-site loop, U=3.6t: Z=0.64000
Two-site loop, U=4.8t: Z=0.36000
Two-site loop, U=5.7t: Z=0.09750
Steps until Z changes < 1e-6, U=4.80t: 27
Steps until Z changes < 1e-6, U=5.70t: 90
Steps until Z changes < 1e-6, U=5.88t: 183
Near transition, Z=0.01: band weight/Z = 0.9967
  lattice/impurity second moment = 0.9924
Example U, t: 0.600, 0.125 eV; U/t = 4.80
Critical U at this t: 0.7500 eV
Critical t at this U: 0.1000 eV
V after  0 steps: 0.125000 eV
V after  1 steps: 0.097609 eV
V after  2 steps: 0.087312 eV
V after  3 steps: 0.082213 eV
V after  5 steps: 0.077718 eV
V after 10 steps: 0.075278 eV
V after 20 steps: 0.075003 eV
Converged V: 0.075000 eV; Z = 0.36000
Impurity poles +-: 0.04443, 0.37984 eV
Weight of each pole: 0.17094, 0.32906
Low-pole pair weight: 0.34189
Lattice central-band weight, full Sigma: 0.33537
t|G| at i*0.001t, impurity and lattice: 0.00278, 0.99861
Quasiparticle half-width 2tZ: 0.0900 eV
Insulator t: 0.090 eV; U/t = 6.6667
Insulator V after 0, 6, 12 steps: 0.09000, 0.02374, 0.01146 eV
Insulator gap, formula and chain: 0.44642, 0.44643 eV
Gap at U=6t: 4.3246 t = 0.5406 eV
Four-site DMFT, U=2.4t: Z=0.6174
Four-site DMFT, U=3.6t: Z=0.3295
Four-site DMFT, U=4.8t: Z=0.1058
Four-site, U=4.8t, coarser fit grid: Z=0.1304
Lowest impurity excitation: 44.43 meV
kT at 30 K, 300 K: 2.59, 25.85 meV
Thermal excited fraction: 1.38e-07, 0.497
Mean-field Neel scale, insulator: 13.50 meV = 157 K
Triangular band, diagonal ratio 0.7: skew -0.756
Intersite repulsion, 0.8 nm, eps_r=10: 0.180 eV
Z if U is reduced by that amount: 0.6864
Drop per cell at 0.01 MV/cm: 0.80 meV
```
